# Why zigzag and armchair folds of MoS2 stack differently

**Why does a monolayer of MoS2 folded along a zigzag row give two layers with the mutual orientation found in 2H crystals, while a fold along an armchair row gives the orientation found in 3R crystals? And does the fold also produce the matching registry of atoms?**

## What a fold does to the sheet

Seen from above, the monolayer is a honeycomb with two different sublattices. One carries Mo atoms, the other carries pairs of S atoms, one at height $h$ above the Mo plane and one at $h$ below it. Let $x$ run along a zigzag row and $y$ along an armchair direction. With lattice constant $a$, the lattice vectors are

$$\mathbf a_1=(a,0),\qquad \mathbf a_2=\left(\tfrac a2,\tfrac{\sqrt3a}{2}\right).$$

Mo sits at the lattice points and the S pair at $\boldsymbol\tau=(0,a/\sqrt3)$ from each. Projected onto the plane, the Mo-to-S bonds are $\boldsymbol\tau$, $\boldsymbol\tau-\mathbf a_2$ and $\boldsymbol\tau-\mathbf a_2+\mathbf a_1$. They point at $90^\circ$, $210^\circ$ and $330^\circ$ and form a triangle with one corner towards $+y$.

Label a material point by $v$ along the crease, $p$ across it and $w$ through the thickness. The sheet is flat for $p<0$, bends through a loop of arc length $L$, and is flat again for $p>L$. It is taken as inextensible. Let $\theta$ be the angle of its tangent in the plane perpendicular to the crease, so that $\theta$ goes from $0$ to $\pi$. The tangent is $(\cos\theta,\sin\theta)$ and the normal is $(-\sin\theta,\cos\theta)$. At $\theta=\pi$ these are $(-1,0)$ and $(0,-1)$. If the loop ends at horizontal position $X$ and height $d$, a point of the upper flap lies at

$$v'=v,\qquad p'=X-(p-L)=\text{const}-p,\qquad z'=d-w .$$

The distance along the crease is kept, while the distance across it and the height are both reversed. This is a half-turn about an axis parallel to the crease, plus a shift. The shape of the loop enters only through the constant and the height $d$.

Reversing $w$ exchanges the two S planes. Since they are alike, this changes nothing, and what remains is a reflection of the flat crystal in the crease line. In a Janus layer, whose two outer planes hold different elements, the exchange does matter. When explicit atoms were folded along an armchair crease, the MoS2 flap could be laid on the flat crystal by translation, but the Janus flap could not.

## The triangle under reflection

Both folds reflect the crystal, so the difference must lie in how the triangle sits relative to the crease. Write each in-plane bond, scaled to unit length, as a complex number $b=e^{i\alpha}$, and define

$$T=\langle b^3\rangle ,$$

the average over the three bonds. Cubing makes bonds $120^\circ$ apart contribute equally, so the phase of $T$ fixes the orientation of the triangle. Here $T=e^{i270^\circ}=-i$. Turning the triangle by $60^\circ$, which is equivalent to $180^\circ$, multiplies $T$ by $e^{i180^\circ}=-1$.

Let the crease make an angle $\phi$ with a zigzag row. Reflection in a line at angle $\phi$ sends $\alpha$ to $2\phi-\alpha$, so $b'=e^{2i\phi}b^*$ and

$$T'=e^{6i\phi}T^* .$$

Because $T=-i$, its conjugate is $T^*=i=-T$. Therefore

$$\boxed{\frac{T'}{T}=-e^{6i\phi}}$$

The ratio is $-1$ when $e^{6i\phi}=1$, that is for $\phi=0^\circ,60^\circ,120^\circ$. These are the zigzag directions, and the flaps are antiparallel, as neighbouring layers are in 2H. The ratio is $+1$ for $\phi=30^\circ,90^\circ,150^\circ$. These are the armchair directions, and the flaps are parallel, as in 3R. At any other angle the flaps are twisted. A twist $\Theta$ multiplies $T$ by $e^{3i\Theta}$, and equating phases gives

$$\Theta=2\phi+60^\circ\quad(\text{modulo }120^\circ).$$

In this sense zigzag creases are the only ones that reverse the triangle. An armchair line contains a bond and is a mirror line of the crystal: it leaves one bond in place and exchanges the other two. A zigzag line is perpendicular to a bond and sends that bond to its opposite, a direction in which Mo has no S neighbour.

The cause is the difference between the sublattices. If both carried the same atom, the reversed triangle would be the one already present around the other sublattice, and the reflected honeycomb would match the original. Explicit folding confirms this: with identical sublattices both folds give a flap that matches the flat sheet by translation. With Mo and S, the armchair flap matches by translation, while the zigzag flap does not, but it does match after a half-turn in the plane.

## A response that reveals the orientation

The orientation appears in any in-plane response described by a third-rank tensor, such as piezoelectricity or second-harmonic generation. Take as a model $\chi_{ijk}=\langle b_ib_jb_k\rangle$. Setting two indices equal and summing gives $\langle b_i\rangle=0$, because the three bonds add to zero. Hence $\chi_{xyy}=-\chi_{xxx}$ and $\chi_{xxy}=-\chi_{yyy}$. Expanding the cube,

$$T=\chi_{xxx}-3\chi_{xyy}+i(3\chi_{xxy}-\chi_{yyy})=4(\chi_{xxx}-i\chi_{yyy}).$$

The sum of squares of all components is

$$\chi_{xxx}^2+3\chi_{xyy}^2+3\chi_{xxy}^2+\chi_{yyy}^2=4(\chi_{xxx}^2+\chi_{yyy}^2)=\tfrac14|T|^2 .$$

So the squared size of the tensor is proportional to $|T|^2$. If the two flaps respond independently and equally, the folded region compared with one layer gives

$$\frac{|T+T'|^2}{|T|^2}=|1-e^{6i\phi}|^2=2-2\cos6\phi=4\sin^2 3\phi .$$

The response cancels for a zigzag fold. For an armchair fold it is twice that of one layer, so its square, which sets a second-harmonic intensity, is four times as large. Halfway between, at $\phi=15^\circ$, the factor for the square is 2. Absorption, phase differences between the flaps and electronic coupling are left out of this result.

## Orientation is not yet registry

The names 2H and 3R also say which atoms lie above which. That depends on the shift between the flaps, and here the two folds differ again.

For a zigzag crease along $x$, the map is $(x,y)\to(x,s-y)$, where $s$ depends on where the crease lies. The reflection maps the lattice to itself. The folded Mo atoms therefore sit at lattice points plus $(0,s)$, and the folded S pairs at lattice points plus $(0,s-a/\sqrt3)$. With $s=a/\sqrt3$, Mo lies over S and S over Mo, which is the 2H registry. A displacement of the flap across the crease is enough to reach it.

For an armchair crease along $y$, the map is $(x,y)\to(s-x,y)$. The folded layer is the flat one displaced by $(s,0)$. The 3R registry requires a displacement $+\boldsymbol\tau$ (Mo over S) or $-\boldsymbol\tau$ (S over Mo), up to a lattice vector. All lattice vectors have $y$ components that are multiples of $\sqrt3a/2$, whereas

$$\tau_y=\frac{a}{\sqrt3}=\frac23\cdot\frac{\sqrt3a}{2}.$$

The nearest multiple is one third of a step away, a distance

$$\delta=\frac13\cdot\frac{\sqrt3a}{2}=\frac{a}{2\sqrt3}.$$

No value of $s$ removes this misfit. The closest approach follows from $\boldsymbol\tau-\mathbf a_2=(-a/2,-\delta)$ and occurs at $s=a/2$, up to multiples of $a$. From there a glide of $-\delta$ along the crease gives Mo over S, and $+\delta$ gives S over Mo. An armchair fold thus supplies the 3R orientation, but the 3R registry needs this extra glide. For $a=0.316$ nm it is $0.091$ nm, and scanning the crease position with explicit atoms gave the same closest miss.

## Will the flap make the glide?

The energy of two parallel layers depends on their displacement $(x,y)$. Reflecting the pair in its midplane exchanges the layers and reverses the displacement, so the energy is even. With threefold symmetry, the leading Fourier terms have equal amplitude $E_1$ per area:

$$V=E_1\left[\cos2q+2\cos\frac{2\pi x}{a}\cos q\right],\qquad q=ky,\quad k=\frac{2\pi}{\sqrt3a}.$$

Higher harmonics are neglected, and $E_1>0$ makes the aligned stacking the most costly. At $(0,0)$, with Mo over Mo and S over S, $V=3E_1$. Along $y=0$ the lowest value is $-E_1$, at $x=a/2$. On the line $x=a/2$,

$$V=E_1(\cos2q-2\cos q),\qquad \frac{dV}{dq}=2E_1\sin q\,(1-2\cos q).$$

Besides $q=0$ and the aligned stacking at $q=\pm\pi$, the slope vanishes at $\cos q=1/2$, or $q=\pm\pi/3$. This gives $y=\pm a/(2\sqrt3)=\pm\delta$ and $V=-\tfrac32E_1$, the two 3R registries. The best stacking available without glide is therefore a saddle between them.

The loop resists the glide. If it takes up a glide $y$ as uniform shear strain $y/L$, its energy per length of crease is $\tfrac12G(y/L)^2L=Gy^2/(2L)$, where $G$ is the two-dimensional shear modulus. For small $q$, $\cos2q-2\cos q\approx-1-q^2$. A flap of width $W$ across the crease then has the energy

$$-WE_1+\left(\frac{G}{2L}-WE_1k^2\right)y^2 .$$

The state without glide becomes unstable when the bracket turns negative:

$$W>W_c=\frac{G}{2LE_1k^2}.$$

The next term of the expansion is $+\tfrac{7}{12}q^4$. It is positive, so the glide grows continuously from zero above the threshold.

## The length of the loop

Bending favours a long loop and adhesion a short one. For bending stiffness $D$, adhesion energy $\Gamma$ per area and scaled arc length $u$ from 0 to 1, a freestanding fold minimizes, per length of crease,

$$E=\frac{D}{2L}\int_0^1\theta'^2du+\frac{\Gamma L}{2},\qquad L\int_0^1\sin\theta\,du=d .$$

The loop is symmetric and ends directly above its start, so a loop longer by $\Delta L$ takes $\Delta L/2$ from each flap. This gives the factor $1/2$ in the adhesion term. The condition fixes the layer gap $d$. Add it with a multiplier $\lambda$. Varying $\theta$ gives $D\theta''/L=\lambda L\cos\theta$. Multiplying by $\theta'/L$ and integrating shows that

$$\frac{D\theta'^2}{2L^2}-\lambda\sin\theta=C$$

is constant along the loop. Varying $L$ gives

$$\frac{\Gamma}{2}=\frac{D}{2L^2}\int_0^1\theta'^2du-\lambda\int_0^1\sin\theta\,du=C .$$

At the contact $\sin\theta=0$, so the curvature $\kappa_0=|\theta'|/L$ there obeys $D\kappa_0^2/2=\Gamma/2$, or $\kappa_0=\sqrt{\Gamma/D}$.

## Numbers for a 50 nm flap

Take rough values for MoS2: $d=0.615$ nm, $D=10$ eV, $G=50$ N/m $=312$ eV/nm², $\Gamma=0.30$ J/m² $=1.87$ eV/nm², and an energy difference of $0.060$ eV per cell between aligned and 3R stacking. The cell area is $0.0865$ nm², and the difference equals $\tfrac92E_1$, so

$$E_1=\frac{0.060}{4.5\times0.0865}=0.154\ \text{eV/nm}^2 .$$

Minimizing the loop energy numerically gives $L=12.5$ nm. The contact curvature of that solution is $0.433$ nm⁻¹, in agreement with $\sqrt{1.872/10}=0.433$ nm⁻¹. With $k=11.5$ nm⁻¹,

$$W_c=\frac{312}{2\times12.5\times0.154\times(11.5)^2}\approx0.6\ \text{nm}.$$

This is about two lattice constants, too narrow for a continuum model to be taken literally. It is also below the width at which the fold pays for itself: the loop stores about $13$ eV per nm of crease in bending, which adhesion repays only for $W>13/1.87\approx7$ nm. Any fold that lies below the flat sheet in energy is therefore already well past the threshold. Its meaning is that the loop hardly hinders the glide of a flap many nanometres wide. For $W=50$ nm the full glide costs $0.10$ eV per nm of crease in shear and gains $50\times0.0771=3.9$ eV per nm in stacking energy.

The flap stops slightly short of perfect registry. Along the crease, the loop pulls back with $G\delta/L=2.3$ eV/nm². The stacking curvature at 3R is $3E_1k^2=61$ eV/nm⁴, so the misfit is about $2.3/(50\times61)=0.00075$ nm. Across the crease, adhesion favours aligned flap ends, because an offset $x$ loses $x/2$ of overlap. Even if the ends align at the costliest stacking, the remaining misfit is $0.0003$ nm. Both are below one percent of $\delta$, but they hold for rigid flaps. If the two flaps can shear, equally and in opposite senses, the misfit along the crease gathers beside the loop. It is about $0.02$ nm there, a fifth of $\delta$, and fades over a length $\sqrt{G/(6E_1k^2)}\approx1.6$ nm.

At 300 K the thermal energy is $0.026$ eV, while moving a 50 nm square flap rigidly from 3R to the saddle costs $193$ eV of stacking energy, of which the loop returns about $5$ eV as its shear relaxes. This is not a prediction of a switching barrier, since a flap that slips part by part follows another path. The remaining numbers are in the numerical output.

## How far this carries over to real folds

The lattice constant and layer gap are close to those of the real material. The stiffnesses, adhesion and especially the stacking energy are rough. The single-harmonic form also fixes the saddle at one ninth of the energy of aligned stacking, both measured from 3R. In a real bilayer the gap changes with the stacking, and this ratio can differ by a factor of about two, so the stacking gain and the saddle energy of the flap are order-of-magnitude values. Since $W_c$ varies as $G/(LE_1)$, a factor of two in any one of these leaves it between about 0.3 and 1.2 nm, still far below the width of a 50 nm flap. The bending strain at the S planes reaches 13 percent where the loop is most curved, so linear bending is doubtful there and $L$ is an estimate. The orientation rule does not depend on $L$.

The registry is sensitive to the assumption that the crease follows a crystal direction exactly. A crease off by $\varepsilon$ from armchair twists the flaps by $2\varepsilon$. A rotation by $2\varepsilon$ displaces a point at distance $R$ by $2R\sin\varepsilon$, and the stacking repeats when this equals $a$, at the moiré period

$$R=\frac{a}{2\sin\varepsilon}.$$

For $\varepsilon=1^\circ$ this is $9$ nm, so a rigid 50 nm flap passes through several stackings instead of holding one. For the displacement to stay below $\delta$ over 50 nm, $\varepsilon$ must be below $0.091/(2\times50)$ rad, about $0.05^\circ$. Elastic relaxation of the flaps, which is left out here, could enlarge the well-stacked areas. Friction, trapped material or a substrate could hold a flap before it reaches registry.

The third-rank response is far more tolerant. At one degree from armchair its factor is $4\sin^2 93^\circ=3.99$ instead of 4. It therefore tells parallel flaps from antiparallel ones. The factor alone does not give the sense of a small twist, since opposite twists have the same factor. The sense is in the phase: $T+T'=T(1+e^{3i\Theta})=2T\cos(3\Theta/2)\,e^{3i\Theta/2}$, so the polarization pattern of the folded region is turned by $\Theta/2=\varepsilon$, with its sign, relative to that of the unfolded layer. In this independent-layer model the response says nothing about registry.

## Computed results

```
Lattice constant a: 0.316 nm; Mo-S in-plane distance: 0.1824 nm
S plane height: 0.156 nm; layer gap: 0.615 nm
Bending stiffness: 10.0 eV
Shear modulus: 50.0 N/m = 312.1 eV/nm^2
Adhesion: 0.30 J/m^2 = 1.872 eV/nm^2
Stacking corrugation: 0.060 eV per cell
Cell area: 0.08648 nm^2; amplitude E1: 0.1542 eV/nm^2
Flap width: 50.0 nm; temperature: 300 K
Flap equals flat layer by translation (MoS2):
  zigzag False, armchair True
Same after a half-turn in the plane (MoS2):
  zigzag True, armchair False
Identical sublattices, translation: zigzag True, armchair True
Janus layer, armchair, translation: False
Crease angles that reverse the triangle: [0, 60, 120] degrees
Crease angles that keep the triangle: [30, 90, 150] degrees
Crease angle (degrees), T ratio (real, imaginary), response ratio:
    0  -1.000  +0.000  0.000
   10  -0.500  -0.866  1.000
   15  +0.000  -1.000  2.000
   20  +0.500  -0.866  3.000
   30  +1.000  -0.000  4.000
Zigzag fold, closest miss of 2H registry in scan: 0.00005 nm
Armchair fold, closest miss of 3R registry: 0.09122 nm
Glide a/(2 sqrt 3): 0.09122 nm
Miss of 3R registry after glide, in scan: 0.00004 nm
Loop arc length: 12.52 nm
Contact curvature: 0.4333 1/nm
Peeling value sqrt(Gamma/D): 0.4327 1/nm
Largest curvature: 0.807 1/nm
Bending strain at S planes: 12.6 percent
Saddle energy above 3R: 0.0771 eV/nm^2
Aligned (Mo on Mo) energy above 3R: 0.6938 eV/nm^2
Threshold flap width for glide: 0.613 nm
Glide at 0.95 and 1.05 of threshold: 0.0000, 0.0177 nm
Shear cost of full glide: 0.1037 eV per nm of crease
Stacking gain of full glide: 3.855 eV per nm of crease
Loop shear strain for full glide: 0.73 percent
Remaining misfit across crease: 0.000303 nm
Remaining misfit along crease: 0.000745 nm
Thermal energy: 0.0259 eV
Saddle barrier of a 50 nm square flap: 192.7 eV
Twist for 1 degree crease error: 2.000 degrees
Moire period for that twist: 9.05 nm
```
